# Internal Electron Spectrum of Auger Neutralization at a Metal Surface

A positive ion from a processing plasma approaches a metal electrode. One electron of the metal fills the hole in the ion's ground-state shell, and a second electron of the metal takes up the energy released. This two-electron process is Auger neutralization. The problem asks for the energy distribution of the second electron inside the metal, before it meets the surface barrier.

**Model and conventions.** The ion has charge $+e$ and ionization energy $I$. The metal has work function $\phi$ and an occupied band of width $W$, with a constant density of states $D$ per spin. Electron energies $E$ are measured from the vacuum level, so the Fermi level lies at $-\phi$ and the band bottom at $-\phi-W$. The temperature is zero. The electrons of the metal are independent: removing one does not shift the others' levels. The two-electron amplitude $M$ is the same for all states involved, and the states available to the excited electron have constant density $D_f$ per spin. The atomic levels keep their free-atom energies, so image shifts are neglected.

## (a) Energy balance

*The electron that fills the hole comes from depth $x_1$ below the Fermi level, the other from depth $x_2$. Find the energy $E$ of the excited electron and its largest value.*

**Solution.** Count the neutral atom as zero energy and let $U_0$ be the energy of the undisturbed metal. The initial total energy is $U_0+I$, because ionizing the atom costs $I$.

The two electrons had energies $-(\phi+x_1)$ and $-(\phi+x_2)$. Removing them raises the energy of the metal by $(\phi+x_1)+(\phi+x_2)$. The final state also contains the neutral atom, with energy zero, and the excited electron, with energy $E$. Conservation gives

$$U_0+I=U_0+(\phi+x_1)+(\phi+x_2)+E,$$

$$E=I-2\phi-x_1-x_2 .$$

Both depths are at least zero, so the largest energy belongs to two electrons taken from the Fermi level:

$$E_{\max}=I-2\phi .$$

The work function enters twice because two electrons are removed from the metal's levels. If $I<2\phi$, this edge lies below the vacuum level and no excited electron can leave.

## (b) The rate as a sum over pairs

*Write the golden-rule rate per unit energy. Pay attention to spin and exchange.*

**Solution.** The ion has one empty spin orbital $a$; call its spin "down". The part of the Coulomb interaction that drives the process is

$$V=M\sum_{i,j,k}\sum_{\sigma}c^\dagger_{a\downarrow}c^\dagger_{k\sigma}c_{j\sigma}c_{i\downarrow}.$$

Electron $i$ goes to the ion and electron $j$ to the excited state $k$. The usual prefactor $1/2$ of the Coulomb operator has been cancelled by the two equivalent ways of labelling the electrons.

For $\sigma=\uparrow$, the holes are $i\downarrow$ and $j\uparrow$. Each ordered pair $(i,j)$ gives a different final state, reached by one term of $V$, and contributes $|M|^2$.

For $\sigma=\downarrow$, both holes have spin down. The same final state is reached by the term $(i,j)$ and by the term $(j,i)$. Since $c_jc_i=-c_ic_j$, their amplitudes are $M$ and $-M$, and they cancel. With a strictly constant amplitude, therefore, only the antiparallel pairs contribute. If parallel pairs instead had a nonzero, constant squared amplitude, they would add a sum over unordered pairs. That is half the sum over ordered pairs in the continuum, so the shape found below would stay the same.

The golden rule, valid for weak coupling to a continuum, gives the total rate

$$\Gamma=\frac{2\pi}{\hbar}|M|^2\sum_{i,j,k}\delta(E_k-I+2\phi+x_i+x_j).$$

Replace the sum over $k$ by $\int D_f\,dE$, and each sum over a hole by $\int_0^W D\,dx$. The rate per unit energy is then

$$R(E)=\frac{2\pi}{\hbar}|M|^2D^2D_f\,T(x),\qquad x=I-2\phi-E,$$

$$T(x)=\int_0^W\!dx_1\int_0^W\!dx_2\,\delta(x-x_1-x_2).$$

Here $x$ is the summed depth of the two holes. This expression holds where the final state is empty, $E>-\phi$; at lower energies $R=0$ by the Pauli principle.

## (c) The shape

*Evaluate $T(x)$. Then find the peak, mean, standard deviation and full width at half maximum of the spectrum, first without Pauli blocking.*

**Solution.** The integral over $x_2$ gives 1 if $x_2=x-x_1$ lies between 0 and $W$, and 0 otherwise. This requires $x-W\le x_1\le x$. Together with $0\le x_1\le W$,

$$\max(0,x-W)\le x_1\le\min(W,x).$$

$T(x)$ is the length of this interval. For $0\le x\le W$ it runs from 0 to $x$; for $W\le x\le 2W$ it runs from $x-W$ to $W$. Hence

$$T(x)=\begin{cases}x,&0\le x\le W,\\ 2W-x,&W\le x\le 2W,\\ 0,&\text{otherwise.}\end{cases}$$

This is a triangle. Near the upper edge few pairs qualify, because both electrons must come from close to the Fermi level. The number of ways to share $x$ between two holes grows until $x=W$. Beyond that, the band bottom restricts both depths.

In energy, the triangle starts at $I-2\phi-2W$, peaks at $I-2\phi-W$ and ends at $I-2\phi$. Its area is $\frac12(2W)W=W^2$, so the normalized density is $T/W^2$, with peak value $1/W$.

The normalized triangle is the distribution of the sum of two independent depths, each uniform on $[0,W]$. Each has mean $W/2$ and variance $W^2/12$. The sum has mean $W$ and variance $W^2/6$, so

$$\langle E\rangle=I-2\phi-W,\qquad \Delta E=\frac{W}{\sqrt6}.$$

Half the peak height is reached at $x=W/2$ and $x=3W/2$, which gives a full width at half maximum of $W$.

The amplitude $M$ depends on the distance between ion and surface. As long as it is the same for all states at each distance, and the levels do not shift, it rescales the whole spectrum. If the ion moves slowly enough for the golden rule to apply at each distance separately, summing over its path then leaves the shape unchanged. At finite speed $v$ the amplitude changes in time and the spectrum is broadened, as estimated in part (f).

## (d) Pauli blocking and the vacuum level

*When does the whole triangle survive? What share of the excited electrons lies above the vacuum level?*

**Solution.** The condition $E>-\phi$ means $x<I-\phi$. The share of the triangle with $x<c$ is, for $0\le c\le W$,

$$F(c)=\frac1{W^2}\int_0^c x\,dx=\frac{c^2}{2W^2}.$$

For $W\le c\le2W$, subtract the missing part from 1:

$$F(c)=1-\frac1{W^2}\int_c^{2W}(2W-x)\,dx=1-\frac{(2W-c)^2}{2W^2}.$$

For $c\ge2W$, $F=1$. There are three regimes:

- $I-\phi\ge2W$: the full triangle survives.
- $W<I-\phi<2W$: the peak survives, but the low-energy side is cut at the Fermi level.
- $0<I-\phi\le W$: a ramp remains, highest at the Fermi level and falling to zero at $I-2\phi$.

Electrons above vacuum have $x<I-2\phi$. For $I>2\phi$, their share of all excited electrons is

$$\eta=\frac{F(I-2\phi)}{F(I-\phi)}.$$

In the ramp regime both arguments are below $W$, the band width cancels, and

$$\eta=\left(\frac{I-2\phi}{I-\phi}\right)^2 .$$

## (e) Helium and argon ions on a metal electrode

*Take $\phi=4.5$ eV and $W=8$ eV. Compare He$^+$ and Ar$^+$.*

**Solution.** The ionization energies are computed. For helium, full configuration interaction was used in a Gaussian basis of 14 s, 6 p and 3 d shells. The exponents form geometric series starting at 0.01, 0.25 and 0.6 (atomic units), with ratios 2.5, 2.4 and 2.5. The energies are $-2.90260$ hartree for He and $-1.99998$ hartree for He$^+$. The difference, $0.90262$ hartree, is $I=24.56$ eV. For argon, coupled cluster theory with single, double and perturbative triple excitations, CCSD(T), in the cc-pVTZ basis with the 1s, 2s and 2p electrons frozen gives $I=15.54$ eV. Both values omit relativity and spin–orbit splitting and carry a basis error; the argon value also has an approximate treatment of correlation. For helium, the cc-pV5Z basis gives a value 0.02 eV higher, and a basis that depends explicitly on the electron–electron distance gives 24.59 eV, 0.03 eV higher; this would raise the helium energies below by 0.03 eV and its $\eta$ from 0.998 to 0.999. For argon, CCSD(T) gives a rise of 0.16 eV, to 15.71 eV, from cc-pVTZ to cc-pVQZ; larger bases were not tested. Such a rise would move argon's upper edge below from 6.54 to about 6.7 eV and its $\eta$ from 0.41 to 0.43.

For helium,

$$E_{\max}=24.56-9.00=15.56\ \text{eV}\quad(2.49\ \text{aJ}).$$

The peak is at $15.56-8.00=7.56$ eV and the foot at $15.56-16.00=-0.44$ eV. Since $I-\phi=20.06$ eV exceeds $2W=16$ eV, the full triangle survives. The share above vacuum is

$$\eta=1-\frac{(16.00-15.56)^2}{2\times8^2}=0.998 .$$

For argon,

$$E_{\max}=15.54-9.00=6.54\ \text{eV}\quad(1.05\ \text{aJ}).$$

The peak lies at $-1.46$ eV, below vacuum. The foot would be at $-9.46$ eV, but the spectrum stops at the Fermi level, $-4.5$ eV. The allowed share of the triangle is

$$F(11.04\ \text{eV})=1-\frac{(16.00-11.04)^2}{128}=0.81,$$

and

$$\eta=\frac{6.54^2/128}{0.81}=0.41 .$$

In this constant-band model without image shift, almost every electron excited by He$^+$ lies above vacuum, but fewer than half of those excited by Ar$^+$ do. The argon share depends on the band shape, as part (f) shows.

## (f) What the model leaves out

*Estimate the main corrections for an ion of 100 eV at normal incidence, an electrode at 600 K, and neutralization 0.2 nm from the image plane. Let the Auger rate vary with distance $s$ as $r=Ae^{-as}$, with $a=30$ nm$^{-1}$.*

**Solution.** *Image shift.* At distance $z$ the ion is attracted by an image charge $2z$ away. The energy gained on approach lowers the initial energy by

$$\int_s^\infty\frac{e^2}{4\pi\varepsilon_0(2z)^2}\,dz=\frac{e^2}{16\pi\varepsilon_0 s}=1.80\ \text{eV}.$$

The neutral atom has no such shift at this level, so $I$ is effectively reduced by 1.80 eV. The upper edges fall to 13.76 eV for helium and 4.74 eV for argon. For argon, the cuts in $\eta$ become $11.04-1.80=9.24$ eV and 4.74 eV, so

$$\eta=\frac{4.74^2/128}{1-(16.00-9.24)^2/128}=0.27$$

instead of 0.41.

*Lifetime.* Let $P$ be the probability that the ion is still charged. On the way in at speed $v$, $dP/ds=(r/v)P$, because $s$ decreases with time. Neutralization is most probable where $rP$ is largest:

$$\frac{d}{ds}\ln(rP)=-a+\frac rv=0\quad\Rightarrow\quad r=av .$$

The corresponding energy width is of order $\hbar av$. The speeds are 69.4 km/s for He$^+$ and 22.0 km/s for Ar$^+$, giving 1.37 eV and 0.43 eV. The upper edge is blurred on this scale. Solving the time-dependent decay with this rate and fixed levels gives each line a full width at half maximum of about $0.8\,\hbar av$; for helium this lowers the peak of the normalized spectrum from 0.125 to about 0.117 eV$^{-1}$. Using 0.2 nm for both ions is a simplification. If $A$ and $a$ are the same for both and helium is neutralized at 0.2 nm, the slower argon ion is most probably neutralized about 0.04 nm farther out. Its image shift there is 1.5 eV, and $\eta$ is 0.29 instead of 0.27. Neutralization distances also spread by about 0.04 nm (standard deviation) around their typical value. The image shift then varies by about 0.3 eV for helium and 0.2 eV for argon, which blurs the edge further.

*Temperature.* The occupation at depth $u$ is $f(u)=1/(1+e^{-u/kT})$. Direct multiplication confirms that

$$f(u)f(x-u)=\frac{f(u)+f(x-u)-1}{1-e^{-x/kT}}.$$

Since $1-f(x-u)=f(u-x)$, the numerator is $f(u)-f(u-x)$, whose integral over $u$ is $x$. Near the upper edge, for $kT\ll W$, $T(x)$ is therefore replaced by $x/(1-e^{-x/kT})$. With $kT=0.052$ eV, the share of the triangle's area pushed above the edge is

$$\frac1{W^2}\int_0^\infty\frac{t\,dt}{e^{t/kT}-1}=\frac{\pi^2}{6}\left(\frac{kT}{W}\right)^2=7\times10^{-5},$$

which is negligible here.

*Band density.* In a free-electron band the density grows as $\sqrt h$ with height $h$ above the bottom. The mean height is

$$\frac{\int_0^W h^{3/2}dh}{\int_0^W h^{1/2}dh}=\frac{3W}{5},$$

so the mean depth is $2W/5$ instead of $W/2$. Two holes raise the mean energy of an unblocked spectrum by $W/5=1.6$ eV; for helium it moves from 7.56 to 9.16 eV. For argon, summing numerically over a fine grid of hole depths with blocking included moves the mean from $-0.34$ to $0.59$ eV and $\eta$ from 0.41 to 0.57. If instead the occupied band stays constant and the final density grows as $\sqrt{E+\phi+W}$, the same sum gives means of 7.83 eV for helium and $-0.08$ eV for argon.

*Escape.* Lying above vacuum is not enough to leave. Let the internal kinetic energy be $E+\phi+W$ and the surface step $\phi+W=12.5$ eV. The motion normal to the surface must carry at least the step energy:

$$(E+\phi+W)\cos^2\theta>\phi+W .$$

For isotropic directions, half of which point outward, the escaping share is

$$\frac12\left(1-\sqrt{\frac{\phi+W}{E+\phi+W}}\right),\qquad E>0.$$

Averaged numerically over the constant-density spectra, this gives 0.10 for helium and 0.015 for argon. With the image shift of 1.80 eV included, the shares fall to 0.08 and 0.008. The calculation ignores scattering, reflection above the step and any preference for outward emission, so these are estimates within a simple barrier model, not predicted yields.

*A competing channel.* The helium basis above gives the triplet metastable atom a binding energy of 4.76 eV. Far from the surface this level lies 0.26 eV below the Fermi level, so resonant capture of one electron is energetically possible. The image shift lifts the level to the Fermi level at about 1.4 nm and closes the channel nearer the metal. A more diffuse basis raises the binding energy to 4.77 eV and reduces this distance by about 0.02 nm. How much capture occurs farther out depends on a tunnelling rate not calculated here.

**Comparison with a real electrode.** The chosen $\phi$ and $W$ are roughly in the regime of a clean tungsten chamber part, and 100 eV is a plausible sheath energy. The constant band is a crude assumption, since tungsten has a structured d band; without image shift, replacing the constant band by a free-electron band moves the mean by 1.6 eV for helium and 0.9 eV for argon. Plasma-exposed surfaces also carry adsorbates or oxides. Where the surface remains metallic, a rise of 0.5 eV in $\phi$ lowers the upper edge by 1.0 eV, with $I$ held fixed. On a thick insulating oxide, the metal-band model itself no longer applies. For argon, whose unshifted edge is at 6.54 eV, the image shift and the band shape both matter: the image shift lowers $\eta$, while replacing the constant band by a free-electron band raises it. With both changes and the shift of 1.80 eV, $\eta$ is 0.38. The effect of a real d band was not calculated.
